# Wavelength of one-sided step meandering, and how far to trust it

**Question**

I have an exercise on a vicinal surface growing by step flow. Adatoms join a step from the lower terrace and never from the upper one. The data are in lattice units, with time in seconds: \(D c_{\rm eq}=100\), capillary length \(\Gamma=2\), flux \(F=0.1\) and terrace width \(l=20\). I am asked for the wavelength of the meander that appears on the steps.

I can see that the flux drives the meander and that step stiffness opposes it. The combination \(\sqrt{Dc_{\rm eq}\Gamma/(Fl)}\) is a length, and here it equals \(\sqrt{200/2}=10\) spacings. But I can't get the number in front of it. I am also uneasy because the derivations I have tried assume a wavelength much longer than the terrace width, and I don't know whether that holds here. How is the prefactor found, and does the approximation survive these numbers?

**Answer**

The prefactor comes from a linear stability calculation: give the steps a small sinusoidal ripple, find its growth rate \(\omega(q)\), and look for the wavenumber \(q\) that grows fastest. Your worry is justified, so I keep the full \(q\) dependence first and take the long-wave limit afterwards.

**The model**

Let \(x\) run along the steps and \(y\) point down the staircase. A step at \(y=\zeta(x,t)\) has its lower terrace at \(y>\zeta\), and it advances towards \(+y\). Lengths are in lattice spacings and the area per atom is 1, so \(Dc_{\rm eq}\) is in s\(^{-1}\) and \(F\) is in layers per second.

On the terrace the adatom density \(c\) obeys

\[
D\nabla^2 c+F=0 .
\]

This is the quasi-static approximation: the density adjusts before the steps have moved appreciably. Desorption and island nucleation are left out.

At the step bounding the terrace on its upper side, attachment is fast and the density has its local equilibrium value

\[
c=c_{\rm eq}(1+\Gamma\kappa),\qquad \kappa\simeq-\zeta'' .
\]

A bulge onto the lower terrace has \(\kappa>0\). Its atoms are less well bound, so the density beside it is higher. At the other end of the terrace lies the next step down. Atoms cannot reach it from above, so the normal derivative vanishes there: \(\partial_n c=0\).

The normal speed of a step is the diffusion flux arriving from its lower terrace, \(v_n=D\,\partial_n c\), with the normal pointing into that terrace. This neglects the adatoms already present in the area swept by the step, which requires \(c\ll1\).

**Straight steps**

With steps at \(y=0\) and \(y=l\), we have \(Dc_0''=-F\) and \(c_0'(l)=0\). Integrating twice gives

\[
c_0'=\frac FD(l-y),\qquad
c_0=c_{\rm eq}+\frac FD\left(ly-\frac{y^2}{2}\right).
\]

The speed is \(Dc_0'(0)=Fl=2\) spacings/s. Each step collects everything that lands on one terrace.

**Rippled steps**

Measure \(y\) from the mean position of the upper step and write

\[
\zeta=\varepsilon e^{iqx+\omega t},\qquad
c=c_0(y)+c_1(y)\,\zeta .
\]

Let the next step be at \(l+\zeta e^{i\phi}\), where \(\phi\) is the phase shift between neighbours. The diffusion equation gives \(c_1''=q^2c_1\), so

\[
c_1=A\cosh qy+B\sinh qy .
\]

Each boundary condition must be applied at the displaced edge and expanded to first order in \(\zeta\).

At the upper step, \(c_0(\zeta)\simeq c_{\rm eq}+c_0'(0)\zeta\), and \(\kappa=q^2\zeta\). Hence

\[
c_0'(0)+c_1(0)=c_{\rm eq}\Gamma q^2
\quad\Rightarrow\quad
A=c_{\rm eq}\Gamma q^2-\frac{Fl}{D}.
\]

At the next step, the tilt of the normal contributes only at second order, because it multiplies \(\partial_xc\), which is itself first order. The condition is therefore

\[
c_0''(l)e^{i\phi}+c_1'(l)=0
\quad\Rightarrow\quad
c_1'(l)=\frac FD e^{i\phi},
\]

since \(c_0''=-F/D\). Inserting \(c_1'(l)=q(A\sinh ql+B\cosh ql)\) gives

\[
B=\frac{Fe^{i\phi}}{Dq\cosh ql}-A\tanh ql .
\]

The speed of the upper step is, to first order,

\[
Fl+\omega\zeta=D\left[c_0'(0)+c_0''(0)\zeta+c_1'(0)\zeta\right].
\]

The zeroth-order terms cancel. Because \(c_1'(0)=qB\), what remains is \(\omega=-F+DqB\), or

\[
\omega=F\left[ql\tanh ql+\frac{e^{i\phi}}{\cosh ql}-1\right]
-Dc_{\rm eq}\Gamma q^3\tanh ql .
\]

The phase enters the real part through \(\cos\phi/\cosh ql\), which is largest at \(\phi=0\). At any given \(q\) the in-phase meander therefore grows fastest. I set \(\phi=0\) from here on. Then \(\omega\to0\) as \(q\to0\), as it must: shifting all steps together changes nothing.

**The long-wave limit and the prefactor**

For small \(ql\),

\[
ql\tanh ql\simeq(ql)^2,\qquad
\frac1{\cosh ql}-1\simeq-\frac{(ql)^2}{2}.
\]

The flux part is thus \(Fl^2q^2/2\). In the capillary part \(\tanh ql\simeq ql\), so

\[
\omega\simeq\frac{Fl^2}{2}q^2-Dc_{\rm eq}\Gamma l\,q^4 .
\]

There is a direct way to see both terms. When the ripple is long, the density profile follows the step, \(c\simeq c_0(y-\zeta)\), so \(\partial_xc=-\zeta'c_0'\). The current along \(x\), summed across the terrace, is

\[
J=-D\int\partial_xc\,dy
=\zeta' D\,[c_0(l)-c_0(0)]
=\frac{Fl^2}{2}\zeta' .
\]

It runs towards larger \(\zeta\), that is, into the bulges. Capillarity adds \(-Dc_{\rm eq}\Gamma l\,\partial_x\kappa\), which drains them. Conservation of atoms, \(\partial_t\zeta=Fl-\partial_xJ\), then reproduces the two terms of \(\omega\).

Now maximize:

\[
\frac{d\omega}{dq}=Fl^2q-4Dc_{\rm eq}\Gamma l\,q^3=0
\quad\Rightarrow\quad
q_m^2=\frac{Fl}{4Dc_{\rm eq}\Gamma}.
\]

With \(\lambda=2\pi/q_m\),

\[
\lambda=4\pi\sqrt{\frac{Dc_{\rm eq}\Gamma}{Fl}} .
\]

Your missing factor is \(4\pi\): \(2\pi\) converts wavenumber to wavelength, and the other 2 comes from the maximum. For your data,

\[
\lambda=4\pi\sqrt{\frac{100\times2}{0.1\times20}}
=4\pi\times10\approx126\ \text{spacings}.
\]

Setting \(\omega=0\) instead gives \(q^2=2q_m^2\). Ripples shorter than \(\lambda/\sqrt2\approx89\) spacings decay in this approximation, and longer ones grow.

**Is the approximation allowed here?**

Not on the face of it. The peak is at \(q_m=0.05\), so \(q_ml=1\), although the wavelength is about six terrace widths. The small parameter contains \(2\pi/\lambda\), not \(1/\lambda\).

The maximum of the full \(\omega(q)\), found numerically, is nevertheless at 124.55 spacings. The long-wave value is only 0.9% larger than this. As a separate check, I solved the diffusion problem numerically between steps with a real ripple of amplitude 0.05 spacings, using your four values. The fastest growth was again at 124.55 spacings.

The agreement has a reason that can be derived. Define

\[
X=(ql)^2,\qquad g=\frac{Dc_{\rm eq}\Gamma}{Fl^3},\qquad
X_0=(q_ml)^2=\frac1{4g}.
\]

Carrying the expansions of \(\tanh\) and \(1/\cosh\) further gives

\[
\frac{\omega}{F}=\frac X2-\frac{X^2}{8}+\frac{7X^3}{144}
-g\left(X^2-\frac{X^3}{3}+\frac{2X^4}{15}\right)+\dots
\]

At the maximum the derivative with respect to \(X\) vanishes:

\[
\frac12-2gX-\frac X4+gX^2+\frac{7X^2}{48}-\frac{8gX^3}{15}+\dots=0 .
\]

The first two terms give \(X=X_0\). The next two are the first corrections. At \(X=X_0\), where \(gX_0=1/4\), they are \(-X_0/4\) and \(+X_0/4\), and they cancel. One comes from the flux term and the other from the smoothing term.

To find what is left, put \(X=X_0(1+\delta)\). The first two terms contribute \(-\delta/2\), and the last two contribute

\[
X_0^2\left(\frac7{48}-\frac2{15}\right)=\frac{X_0^2}{80}.
\]

So \(\delta=X_0^2/40\). Since \(\lambda\propto X^{-1/2}\), the relative change of wavelength is

\[
\frac{\lambda_{\rm full}-\lambda}{\lambda}\simeq-\frac{(q_ml)^4}{80}
\qquad(q_ml\ll1).
\]

Maximizing the full relation at a very weak flux, \(F=10^{-4}\) with the other data unchanged, gives the coefficient \(-0.0125=-1/80\). At \(q_ml=1\) the law is outside its strict range, but it still gives the right sign and order of magnitude.

The growth rate has no such protection. In the long-wave formula,

\[
\omega=\frac{0.1\times20^2}{2}(0.05)^2-100\times2\times20\,(0.05)^4
=0.050-0.025=0.025\ \text{s}^{-1}.
\]

The full relation has a peak rate of 0.0219 s\(^{-1}\), so the long-wave rate is 14% too high relative to it. The ripple grows by a factor \(e\) in about 46 s, during which 4.6 layers are deposited. The cutoff also moves, from 89 to 83 spacings.

**The opposite limit**

If \(ql\gg1\), then \(\tanh ql\to1\) and \(1/\cosh ql\to0\). A step no longer feels the shape of its neighbour, and

\[
\omega\simeq F(ql-1)-Dc_{\rm eq}\Gamma q^3 .
\]

Setting \(Fl=3Dc_{\rm eq}\Gamma q^2\) gives

\[
\lambda=2\pi\sqrt3\,\sqrt{\frac{Dc_{\rm eq}\Gamma}{Fl}} .
\]

The square root is the one you found by dimensions, but the prefactor has dropped from \(4\pi\) to \(2\pi\sqrt3\), a factor \(\sqrt3/2\).

Changing the flux alone, with \(Dc_{\rm eq}\), \(\Gamma\) and \(l\) fixed, moves the system between the two limits:

| \(F\) (layers/s) | long-wave \(\lambda\) (spacings) | full \(\lambda\) (spacings) |
|---|---|---|
| 0.01 | 397.4 | 397.3 |
| 0.1 | 125.66 | 124.55 |
| 1 | 39.7 | 35.3 |

At the highest flux the \(4\pi\) formula is clearly too long. That row illustrates the mathematics of the model more than a growing surface, because the neglect of nucleation becomes doubtful there, as the next estimate shows.

**What the model leaves out**

*Islands.* The density is highest at the far edge of the terrace, where its relative excess over equilibrium is

\[
\sigma=\frac{c_0(l)-c_{\rm eq}}{c_{\rm eq}}=\frac{Fl^2}{2Dc_{\rm eq}}
=\frac{0.1\times400}{200}=0.2 .
\]

For an isotropic step, the free energy of a round island of radius \(r\) is \(k_BT\,[2\pi r\Gamma-\pi r^2\ln(1+\sigma)]\). Its maximum is at \(r_c=\Gamma/\ln(1+\sigma)\approx11\) spacings, with height \(\pi\Gamma r_c\,k_BT\approx69\,k_BT\). A critical island would be about as wide as the terrace, and the barrier is very high, so neglecting nucleation is consistent at your flux. This estimate uses \(\Gamma\), which measures the step stiffness, as the line tension; the two are equal only for an isotropic step. For close-packed steps on a lattice the tension is smaller than the stiffness. In the square-lattice Ising model a stiffness of 2 goes with a tension of 1.44, which gives a critical half-width of about 8 spacings and a barrier of about \(37\,k_BT\), roughly half the isotropic value but still high. Since \(\sigma\propto F\), a flux of 1 layer/s would give \(\sigma=2\) and a much smaller critical island.

*Motion of the steps during diffusion.* The quasi-static approximation needs \(Fl^2/D\ll1\). Your data fix only the product \(Dc_{\rm eq}\), so a density must be chosen. With \(c_{\rm eq}=0.01\) per site, \(D=10^4\) and the ratio is 0.004. A smaller \(c_{\rm eq}\) at the same product makes it smaller still. At \(c_{\rm eq}=0.01\) the neglected terms, including the adatoms swept up by the moving step, can still shift the wavelength by about 1%. That is as large as the difference between 125.66 and 124.55 spacings, so those last digits belong to the quasi-static model and carry over to the moving steps only if \(c_{\rm eq}\) is well below 0.01.

*Some attachment from above.* Suppose the flux into a step from its upper terrace is \((D/d)(c-c_{\rm eq})\) for a straight step, where a larger length \(d\) means a stronger barrier. Write \(c_0'=(F/D)(a-y)\). The flux leaving at \(y=l\) is \(F(l-a)\), and the density excess there is \((F/D)(al-l^2/2)\). Therefore

\[
l-a=\frac1d\left(al-\frac{l^2}{2}\right)
\quad\Rightarrow\quad
l-a=\frac{l^2}{2(l+d)} .
\]

The driving current computed earlier was \(\zeta'D[c_0(l)-c_0(0)]\), and this is now

\[
\zeta'\,Fd\,(l-a)=\frac{Fl^2}{2}\,\frac{d}{l+d}\,\zeta' .
\]

The drive is weaker by \(d/(l+d)\). For in-phase steps the capillary term is unchanged in the long-wave limit, because both edges of the terrace have the same curvature at the same \(x\). The wavelength is multiplied by \(\sqrt{1+l/d}\). For \(d=200\) spacings this gives 131.8 spacings, and the numerical solution with rippled steps gives 130.3.

*Diffusion along the step edge.* Let \(E\) be the edge diffusivity times the density of mobile edge atoms. Curvature drives an extra current \(-E\Gamma\,\partial_x\kappa\), which adds \(-E\Gamma q^4\) to \(\omega\). The smoothing coefficient becomes \(\Gamma(Dc_{\rm eq}l+E)\), so the long-wave wavelength is multiplied by \(\sqrt{1+E/(Dc_{\rm eq}l)}\). For \(E=200\) spacings/s, a tenth of \(Dc_{\rm eq}l=2000\), this again gives 131.8 spacings. The full relation with the extra term gives 133.4.

**Beside a real surface**

A flux of a tenth of a layer per second and terraces of a few nanometres can be realized in molecular-beam epitaxy on vicinal surfaces. With a round lattice spacing of 0.25 nm, the terrace is 5 nm wide and the long-wave wavelength is 31.4 nm. The values of \(Dc_{\rm eq}\) and \(\Gamma\) are round model parameters, not those of a particular metal. The density \(c_{\rm eq}=0.01\) chosen above is high for a metal well below its melting point. \(Dc_{\rm eq}\) depends strongly on temperature, so 31 nm is not a prediction for any given sample. Real steps also have finite barriers and edge diffusion. With the modest strengths chosen above, each lengthens the meander by roughly 5 to 7% relative to the corresponding model without it. If \(E\) were well above 2000 spacings/s, edge diffusion would be the main smoothing in this model, and the \(4\pi\) formula without it would no longer apply. Extra barriers for edge atoms passing kinks, which can themselves make steps meander, are not included.

For the exercise, the answer is \(\lambda=40\pi\approx126\) spacings. The full set of values is in the numerical output below.

## Computed values

```
Input D ceq: 100 per s
Input capillary length: 2 spacings
Input flux: 0.1 layers/s
Input terrace width: 20 spacings
Chosen lattice spacing: 0.25 nm
Terrace width converted: 5 nm
Mean step speed (wavy-terrace solution): 2 spacings/s
Long-wave peak wavenumber: 0.05 per spacing
q l at long-wave peak: 1 (no unit)
Long-wave wavelength: 125.66 spacings
Long-wave wavelength converted: 31.4 nm
Full-dispersion wavelength: 124.55 spacings
Wavy-terrace numerical wavelength: 124.55 spacings
Long-wave wavelength error: 0.9 %
Weak-flux error coefficient: -0.0125 (no unit)
Long-wave peak growth rate: 0.025 per s
Full peak growth rate: 0.02193 per s
Long-wave rate error: 14 %
Full e-folding time: 45.6 s
Layers grown per e-folding: 4.56 layers
Long-wave cutoff wavelength: 88.86 spacings
Full cutoff wavelength: 82.62 spacings
Flux 0.01 layers/s, long-wave wavelength: 397.4 spacings
Flux 0.01 layers/s, full wavelength: 397.3 spacings
Flux 1.0 layers/s, long-wave wavelength: 39.74 spacings
Flux 1.0 layers/s, full wavelength: 35.29 spacings
Chosen barrier attachment length: 200 spacings
Wavelength with finite barrier, numerical: 130.3 spacings
Wavelength with finite barrier, law: 131.8 spacings
Chosen edge transport product: 200 spacings/s
Wavelength with edge diffusion, full: 133.4 spacings
Wavelength with edge diffusion, law: 131.8 spacings
Largest terrace supersaturation: 0.2 (no unit)
Critical island radius there: 11 spacings
Island nucleation barrier there: 68.9 kT
Chosen ceq for Peclet number: 0.01 per site
Peclet number F l^2 / D: 0.004 (no unit)
```
